# Takahashi-Imada and Suzuki-Chin factorisations: fourth-order partition functions and their estimators

For a harmonic oscillator of 2000 cm$^{-1}$ at 300 K, a path integral with 16 beads gives a partition function 7.15% too large. If a small multiple of the squared force is added to the potential on each bead, the error falls to 0.082%. Doubling the number of beads divides the first error by 4.0 and the second by 15.4. The squared force has thus changed the power of $1/P$, from about $P^{-2}$ to about $P^{-4}$. Two derivations explain this, one from operator algebra and one from the Gaussian integral over the beads.

## The bead integral

Take one particle in one dimension, $H=T+V(x)$, $T=p^2/2m$, with $V$ smooth and confining. Write $F=V'(x)$; its sign is opposite to the force, which is immaterial in $F^2$. Let $\epsilon=\beta/P$. The free kernel is

$$\langle x|e^{-\epsilon T}|y\rangle=\sqrt{\frac{m}{2\pi\epsilon\hbar^2}}\;e^{-m(x-y)^2/2\epsilon\hbar^2}.$$

Every scheme below alternates such kernels with functions of position, so its trace is

$$Z_P=\Big(\frac{m}{2\pi\epsilon\hbar^2}\Big)^{P/2}\!\int\! d^Px\;e^{-S-U},\qquad S=\sum_j\frac{m(x_j-x_{j+1})^2}{2\epsilon\hbar^2},$$

$$U=\epsilon\sum_j w_j\Big[V(x_j)+d_j\,\frac{\epsilon^2\hbar^2}{m}F(x_j)^2\Big],\tag{1}$$

with $x_{P+1}=x_1$. The primitive scheme has $w=1$, $d=0$. The task is to find better weights.

## First derivation: operator algebra

**The commutator that is a potential.** Acting on a function,

$$[T,V]=-\frac{\hbar^2}{2m}\big(V''+2V'\partial_x\big).$$

For any function $O(x)$, the term $V''$ commutes with $O$, and $O\,V'\partial_x-V'\partial_x O=-V'O'$. Hence

$$[O,[T,V]]=\frac{\hbar^2}{m}V'O',\qquad W\equiv[V,[T,V]]=\frac{\hbar^2}{m}F^2.\tag{2}$$

**The symmetric product.** Let $e^{A/2}e^Be^{A/2}=e^C$. Reversing the signs of $A$ and $B$ inverts the product, so $C$ contains only odd orders: $C=A+B+C_3+\dots$. The cubic part of $e^C$ is then $C_3+(A+B)^3/6$, which must equal the cubic part of the product. In the product, the words $AAB$, $ABA$, $BAA$ have coefficients $\tfrac18,\tfrac14,\tfrac18$; subtracting $\tfrac16$ leaves $-\tfrac1{24},\tfrac1{12},-\tfrac1{24}$. The words $ABB$, $BAB$, $BBA$ have $\tfrac14,0,\tfrac14$, leaving $\tfrac1{12},-\tfrac16,\tfrac1{12}$. The cubes $AAA$ and $BBB$ cancel. Therefore

$$C_3=-\tfrac1{24}[A,[A,B]]+\tfrac1{12}[B,[B,A]].\tag{3}$$

**Takahashi-Imada.** Put $A=-\epsilon V$, $B=-\epsilon T$. Then $[A,[A,B]]=-\epsilon^3[V,[V,T]]=\epsilon^3W$ and $[B,[B,A]]=-\epsilon^3[T,[T,V]]$. Writing $C=-\epsilon H_{\rm eff}$,

$$H_{\rm eff}=H+\frac{\epsilon^2}{24}W+\frac{\epsilon^2}{12}[T,[T,V]]+O(\epsilon^4).$$

The last commutator contains momenta and cannot be removed by changing the potential. Under the trace it need not be. Since $T=H-V$,

$$[T,[T,V]]=[H,[T,V]]-W,$$

and $\mathrm{Tr}\,(e^{-\beta H}[H,Y])=0$ by cyclicity. To first order, $\mathrm{Tr}\,e^{-\beta(H+\epsilon^2X)}=Z-\beta\epsilon^2\,\mathrm{Tr}(e^{-\beta H}X)$. The primitive scheme thus acts in the trace as if $X=(\tfrac1{24}-\tfrac1{12})W=-W/24$. Its leading error is

$$\ln Z_P-\ln Z\simeq\frac{\beta\epsilon^2\hbar^2}{24m}\langle F^2\rangle.\tag{4}$$

The cure is to replace $V$ by $V+\epsilon^2W/24$, that is,

$$w_j=1,\qquad d_j=\tfrac1{24}.$$

The effective Hamiltonian becomes

$$H_{\rm TI}=H+\frac{\epsilon^2}{12}[H,[T,V]]+O(\epsilon^4).\tag{5}$$

The second-order term has no trace with $e^{-\beta H}$, and odd powers are absent. At fixed $\beta$ the error of $\ln Z$ is $O(\epsilon^4)=O(P^{-4})$. The operator itself is still wrong at second order, which will matter for averages.

**Suzuki-Chin.** To remove the momentum-dependent commutator from the operator itself, use two kinetic steps:

$$e^{-a\epsilon V}e^{-\epsilon T}e^{-b\epsilon V}e^{-\epsilon T}e^{-a\epsilon V},\qquad 2a+b=2.$$

Apply (3) first to the inner three factors, with $A=-2\epsilon T$, $B=-b\epsilon V$. Here $[A,[A,B]]=-4b\epsilon^3[T,[T,V]]$ and $[B,[B,A]]=2b^2\epsilon^3W$, so the inner cubic part is

$$\epsilon^3\Big(\frac b6[T,[T,V]]+\frac{b^2}6W\Big).$$

For the outer factors take $A'=-2a\epsilon V$ and $B'=-2\epsilon T-b\epsilon V$ to leading order. Then

$$[A',[A',B']]=8a^2\epsilon^3W,$$
$$[B',[B',A']]=-8a\epsilon^3[T,[T,V]]-4ab\,\epsilon^3W.$$

With the factors $-\tfrac1{24}$ and $\tfrac1{12}$, the total cubic part is

$$\epsilon^3\Big(\frac b6-\frac{2a}3\Big)[T,[T,V]]+\epsilon^3\Big(\frac{b^2}6-\frac{a^2}3-\frac{ab}3\Big)W.$$

The first bracket vanishes for $b=4a$, hence $a=\tfrac13$, $b=\tfrac43$. The second is then $\tfrac{8}{27}-\tfrac1{27}-\tfrac4{27}=\tfrac19$. Squared forces must supply $-\epsilon^3W/9$ in the exponent:

$$\tfrac23d_{\rm end}+\tfrac43d_{\rm mid}=\tfrac19.$$

One parameter $\alpha$ remains free, within $0\le\alpha\le1$: outside that range one of the $d$ below is negative, and the bead integral diverges whenever $F^2$ grows faster than $V$, as in a quartic well. Adjacent end factors merge, $\tfrac13+\tfrac13=\tfrac23$, and for even $P$

$$\text{end: } w=\tfrac23,\; d=\tfrac\alpha6;\qquad \text{middle: } w=\tfrac43,\; d=\tfrac{1-\alpha}{12}.\tag{6}$$

The cell is symmetric, so its exponent is $-2\epsilon H+O(\epsilon^5)$. Over $P/2$ cells the error is again $O(P^{-4})$, now for the operator and not just for its trace.

## Second derivation: the oscillator integral

Let $V=\tfrac12m\omega^2x^2$, $x_\beta=\beta\hbar\omega$ and $u=x_\beta/P$. Since $F^2=m^2\omega^4x^2$, the squared force multiplies the potential on a bead by $1+2d_ju^2$. With $y_j=x_j\sqrt{m/\epsilon\hbar^2}$, the exponent in (1) is $-\tfrac12y^{\sf T}Gy$. The matrix $G$ has diagonal elements $2+k_j$ and neighbour elements $-1$ around the ring, where

$$k_j=w_ju^2(1+2d_ju^2).$$

The prefactor turns into $(2\pi)^{-P/2}$, so $Z_P=(\det G)^{-1/2}$.

**Takahashi-Imada.** All $k_j$ equal $k=u^2(1+u^2/12)$. Plane waves diagonalise $G$, with eigenvalues $2+k-2\cos\varphi_l$, $\varphi_l=2\pi l/P$. Define $\theta$ by $2\cosh\theta=2+k$. Then

$$2\cosh\theta-2\cos\varphi_l=e^{-\theta}(e^\theta-e^{i\varphi_l})(e^\theta-e^{-i\varphi_l}).$$

Because $\prod_l(z-e^{i\varphi_l})=z^P-1$,

$$\det G=e^{-P\theta}(e^{P\theta}-1)^2=4\sinh^2(P\theta/2),$$

$$Z_P=\frac1{2\sinh(P\theta/2)},\qquad\cosh\theta=1+\frac{u^2}2+\frac{u^4}{24}.\tag{7}$$

The exact result $Z=1/[2\sinh(x_\beta/2)]$ corresponds to $\theta=u$. The squared force has supplied the quartic Taylor term of $\cosh u$; the primitive scheme stops at $u^2/2$.

The first missing term is $u^6/720$. Setting $\theta=u-\delta$ gives $\delta\sinh u\simeq u^6/720$, so $\delta\simeq u^5/720$ and $P\theta\simeq x_\beta(1-u^4/720)$. As $\ln Z$ has derivative $-\tfrac12\coth(x_\beta/2)$ with respect to $x_\beta$,

$$\ln Z_P-\ln Z\simeq\frac{x_\beta}2\coth\frac{x_\beta}2\;\frac{u^4}{720}.\tag{8}$$

In the primitive scheme the missing term is $u^4/24$, and the same steps replace $u^4/720$ by $u^2/24$.

**Suzuki-Chin.** Integrate out the middle beads. Each contributes a factor $2+k_m$ to the determinant, lowers the diagonal elements of its two neighbours by $1/(2+k_m)$ each, and couples them by $-1/(2+k_m)$. Multiplying the factors back in leaves a ring of $P/2$ end beads with neighbour elements $-1$ and diagonal elements

$$(2+k_e)(2+k_m)-2\equiv2\cosh\theta.$$

The previous product formula, with $P/2$ in place of $P$, gives

$$Z_P=\frac1{2\sinh(P\theta/4)},\qquad\cosh\theta=1+k_e+k_m+\tfrac12k_ek_m.$$

From (6), $k_e=\tfrac23u^2(1+\tfrac\alpha3u^2)$ and $k_m=\tfrac43u^2(1+\tfrac{1-\alpha}6u^2)$. Their sum is $2u^2+\tfrac29u^4$, and half their product is $\tfrac49u^4[1+\tfrac{1+\alpha}6u^2+\tfrac{\alpha(1-\alpha)}{18}u^4]$. Thus

$$\cosh\theta=1+2u^2+\tfrac23u^4+\tfrac{2(1+\alpha)}{27}u^6+\tfrac{2\alpha(1-\alpha)}{81}u^8.\tag{9}$$

The target is $\cosh2u=1+2u^2+\tfrac23u^4+\tfrac4{45}u^6+\tfrac2{315}u^8+\dots$. The difference at sixth order is $\tfrac{2(1-5\alpha)}{135}u^6$. Division by $\sinh2u\simeq2u$ gives $\theta\simeq2u-\tfrac{1-5\alpha}{135}u^5$, and therefore

$$\ln Z_P-\ln Z\simeq\frac{x_\beta}2\coth\frac{x_\beta}2\;\frac{1-5\alpha}{270}u^4.\tag{10}$$

At $\alpha=\tfrac15$ this term vanishes. The eighth-order difference is then $\tfrac2{315}-\tfrac8{2025}=\tfrac{34}{14175}$, and the same division replaces the last factor in (10) by $17u^6/28350$. For the oscillator, $\ln Z_P$ and the estimators obtained by differentiating it then converge as $P^{-6}$; the plain end-bead averages discussed below remain fourth order. The cancellation rests on the quadratic potential; nothing here extends it to other potentials.

**Two limits.** At low temperature $\coth(x_\beta/2)\to1$. The Takahashi-Imada error tends to $x_\beta^5/(1440P^4)$ and the primitive one to $x_\beta^3/(48P^2)$. At fixed small error in $\ln Z$, the bead number therefore grows as $x_\beta^{5/4}$ instead of $x_\beta^{3/2}$. At high temperature even one Takahashi-Imada bead is useful. For $P=1$ the springs vanish and

$$Z_1=\frac1{x_\beta\sqrt{1+x_\beta^2/12}}=\frac1{x_\beta}\Big(1-\frac{x_\beta^2}{24}+\dots\Big),$$

which contains the correct first quantum correction to the classical $1/x_\beta$.

**Numbers.** In the example $x_\beta=9.592$. At $P=32$, $u=0.2997$ and $u^4=0.00807$. Equation (8) gives $4.796\times0.00807/720=5.38\times10^{-5}$; the bead determinant gives $5.31\times10^{-5}$. To bring $Z$ within 1%, with $P$ restricted to even values, the primitive scheme needs 44 beads, Takahashi-Imada 10, and Suzuki-Chin 12 for $\alpha=0$ or 8 for $\alpha=\tfrac15$.

## The estimators

The bead action depends on $\beta$, $m$ and $V$ in a new way, so estimators obtained by differentiation change. If the error expansion is smooth in these parameters, differentiation preserves the fourth order.

**Energy.** Use $E=-\partial_\beta\ln Z_P$ at fixed $P$. The prefactor is proportional to $\beta^{-P/2}$, the spring action $S$ to $\beta^{-1}$, the potential term to $\beta$, and the squared-force term to $\beta^3$. Hence

$$E=\Big\langle\frac P{2\beta}-\frac S\beta+\frac1P\sum_jw_j\Big[V_j+3d_j\frac{\epsilon^2\hbar^2}mF_j^2\Big]\Big\rangle.\tag{11}$$

The spring terms nearly cancel for large $P$, which makes their sampling noisy. With the centroid $\bar x=P^{-1}\sum_jx_j$, integration by parts gives $\langle\sum_j(x_j-\bar x)\partial_j(S+U)\rangle=P-1$. The springs contribute $2S$, being quadratic and translation invariant. Eliminating $S$,

$$\Big\langle\frac P{2\beta}-\frac S\beta\Big\rangle=\frac1{2\beta}+\frac1{2P}\Big\langle\sum_jw_j(x_j-\bar x)\Big[F_j+2d_j\frac{\epsilon^2\hbar^2}mF_jV''_j\Big]\Big\rangle.$$

The price is the second derivative of $V$.

**Kinetic energy and functions of position.** From $\partial H/\partial m=-T/m$ follows $\langle T\rangle=(m/\beta)\,\partial_m\ln Z$. The prefactor goes as $m^{P/2}$, $S$ as $m$, and the squared-force term as $1/m$:

$$\langle T\rangle=\Big\langle\frac P{2\beta}-\frac S\beta+\frac1P\sum_jw_jd_j\frac{\epsilon^2\hbar^2}mF_j^2\Big\rangle.$$

For a function $O(x)$, replace $V$ by $V+\lambda O$ and use $\langle O\rangle=-\beta^{-1}\partial_\lambda\ln Z$ at $\lambda=0$. Since $F^2$ changes by $2\lambda FO'$,

$$\langle O\rangle=\Big\langle\frac1P\sum_jw_j\Big[O_j+2d_j\frac{\epsilon^2\hbar^2}mF_jO'_j\Big]\Big\rangle.\tag{12}$$

For $O=V$ the force factor is 2. Added to the factor 1 in $\langle T\rangle$, it gives the 3 in (11).

**What plain averages miss.** With $Y=[T,V]$, equation (5) reads $H_{\rm TI}=e^{-\epsilon^2Y/12}He^{\epsilon^2Y/12}$ through second order. A plain bead average is therefore $\langle O\rangle+\tfrac{\epsilon^2}{12}\langle[Y,O]\rangle$, and by (2)

$$\langle O\rangle_{\rm TI,\,plain}\simeq\langle O\rangle-\frac{\epsilon^2\hbar^2}{12m}\langle FO'\rangle.\tag{13}$$

In the Suzuki-Chin scheme an end bead lies between complete fourth-order cells, and $O$ commutes with the potential factors there. Its plain average is correct to fourth order. Put $q=\epsilon^2\hbar^2\langle FO'\rangle/m$. Equation (12) then says, to second order, $\langle O\rangle=\tfrac13[\langle O\rangle+\tfrac\alpha3q]+\tfrac23[\langle O\rangle_{\rm mid}+\tfrac{1-\alpha}6q]$. Solving gives $\langle O\rangle_{\rm mid}=\langle O\rangle-q/6$, independent of $\alpha$.

End beads also give the energy without a Hessian. In equilibrium $\langle[H,xp]\rangle=0$, so $2\langle T\rangle=\langle xF\rangle$, and the plain end-bead average of $V+\tfrac12xF$ is a fourth-order energy.

**Numbers.** At $P=16$ the exact $\langle x^2\rangle$ is 0.50007 in units of $\hbar/m\omega$. Takahashi-Imada gives 0.4714 plain and 0.4997 modified. For $\alpha=0$, Suzuki-Chin gives 0.4990 on end beads and 0.4456 on middle beads; its modified value is also 0.4990. This agreement is an identity of the oscillator. The inverse of $G$ makes the variances on middle and end beads stand in the ratio $(2+k_e)/(2+k_m)$, which for $\alpha=0$ equals $1/(1+u^2/3)$, just the factor restored by (12).

The exact energy is 1000.14 cm$^{-1}$ (11.964 kJ/mol). At $P=16$, (11) gives 999.30 cm$^{-1}$ with Takahashi-Imada, but 956.95 cm$^{-1}$ if its squared-force term is omitted. That term is $(u^2/8)m\omega^2\langle x^2\rangle$ with the plain average: $0.04492\times0.4714\times2000=42.35$ cm$^{-1}$, the whole difference. Sampling with the fourth-order bead action therefore does not rescue (11) once its squared-force term is dropped; the omission leaves an error of order $P^{-2}$. The plain Suzuki-Chin end-bead energy given above is a different estimator and needs no such term.

## What each derivation assumes

The operator derivation needs no particular form of $V$, but it is asymptotic. It requires small $\epsilon$ and finite thermal averages of the commutators in the expansion. A Coulomb centre in three dimensions, attractive or repulsive, violates this: $F^2\propto r^{-4}$, the density at the centre does not vanish, and $\int r^2dr\,r^{-4}$ diverges. The derivation gives the power of $P$ and locates the remaining error in the operator, which is what decides between plain and modified averages. It does not give the $P^{-4}$ coefficient without the next order of the expansion.

The Gaussian derivation needs a quadratic potential. In return (7), and (9) for $0\le\alpha\le1$, hold at any allowed $P$, including values where $u$ is not small, and they give the coefficients. They cannot show that the fourth order survives anharmonicity.

The two can be compared at the leading primitive error. For the oscillator $\langle F^2\rangle=m^2\omega^4\langle x^2\rangle$ and $m\omega^2\langle x^2\rangle=\tfrac12\hbar\omega\coth(x_\beta/2)$. Equation (4) becomes $\tfrac{x_\beta}2\coth\tfrac{x_\beta}2\,u^2/24$, the result of the Gaussian integral.

The general claim was tested on the asymmetric well $V=x^2/2+0.1x^3+0.1x^4$ at $\beta=4$ ($\hbar=m=1$), against diagonalization. Between 64 and 128 beads the errors of $\ln Z$, $E$, $\langle T\rangle$, $\langle V\rangle$ and $\langle x^2\rangle$ fall with orders between 3.99 and 4.00 in both schemes, with modified estimators and $\alpha=0$ for Suzuki-Chin. Plain averages of $x^2$ give order 2.00 on Takahashi-Imada beads and on Suzuki-Chin middle beads, but 3.96 on end beads. The full figures are in the numerical output below.

## Table of computed values

```
Oscillator: 2000 cm^-1, T = 300 K
x = beta*hbar*omega = 9.5918
exact ln Z = -4.795855
exact energy = 1000.137 cm^-1 = 11.9643 kJ/mol
Relative error of Z, Z_P/Z - 1, in percent
   P   primitive          TI      SC a=0    SC a=1/5
   8   28.256788    1.131702    2.729511    0.443488
  16    7.151072    0.081663    0.211331    0.011073
  32    1.793652    0.005307    0.014040    0.000199
  64    0.448789    0.000335    0.000892    0.000003
Order of ln Z error from P = 32 to 64, and leading-formula error at 32
  primitive order 1.989, actual 1.7778e-02, leading 1.7957e-02
  TI        order 3.986, actual 5.3067e-05, leading 5.3778e-05
  SC a=0    order 3.977, actual 1.4039e-04, leading 1.4341e-04
  SC a=1/5  order 5.948, actual 1.9871e-06, leading 2.0861e-06
Smallest even P from which |Z_P/Z - 1| < 1 percent
  primitive 44
  TI        10
  SC a=0    12
  SC a=1/5  8
Energy in cm^-1: modified estimator, and with force term omitted
   P  TI modif.  TI omitted   SC modif.  SC omitted  (SC a=0)
   8     989.299     845.888     975.231     817.267
  16     999.303     956.948     998.008     944.624
  32    1000.082     989.015     999.991     985.453
  64    1000.133     997.335    1000.127     996.411
Mean square displacement at P = 16, in hbar/(m*omega)
  exact 0.500068
  TI plain 0.471415, TI modified 0.499652
  SC a=0 end 0.499004, middle 0.445620, modified 0.499004
Well V = x^2/2 + 0.1 x^3 + 0.1 x^4, reduced units, beta = 4
  exact ln Z -2.205565, energy 0.563657
  exact T 0.305818, V 0.257839, x^2 0.431544
   P  error of ln Z: primitive, TI, SC a=0
   8    3.7231e-02    1.2820e-03    3.0936e-03
  16    9.7410e-03    8.9346e-05    2.3179e-04
  32    2.4657e-03    5.7504e-06    1.5227e-05
  64    6.1840e-04    3.6210e-07    9.6391e-07
Orders in the well from P = 64 to 128
  TI: lnZ 3.997, E 3.996, T 3.996, V 3.996, x2 3.997
  SC: lnZ 3.995, E 3.994, T 3.993, V 3.994, x2 3.995
  x2 plain: TI 1.999, SC end 3.958, SC middle 1.998
  V + x V'/2: TI 1.998, SC end 3.995
```
